\section*{Plasmons and the long-range Jastrow factor of the two-dimensional electron gas}

\section*{Question}

I am setting up a variational Monte Carlo calculation for the two-dimensional electron gas: electrons in a plane, interaction $1/r$, uniform neutralising background. My trial function is
\begin{equation}
\Psi=D\,e^{-U},\qquad U=\sum_{i<j}u(r_{ij}),
\label{eq:trial}
\end{equation}
with $D$ a product of spin-up and spin-down plane-wave determinants. I have been told that the random-phase approximation (RPA) gives $u(k)\propto k^{-3/2}$ at small $k$, and that the plasmon fixes the prefactor. I can guess the power by balancing terms, but my prefactor changes by two depending on whether I match $\Psi$ or $|\Psi|^2$. I also don't see why the determinant, which has density correlations of its own, should not alter the answer. What is the coefficient, what tail does it give in real space, and how far out must I go before I can trust it?

\section*{Answer}

The factor of two disappears once $u$ is tied to a measurable quantity, the structure factor $S(k)=\langle|\rho_{\mathbf k}|^2\rangle/N$. The determinant does contribute, but at small $k$ its contribution is weaker by $\sqrt k$. I use Hartree atomic units, density $n=N/A=1/(\pi r_s^2)$, and an unpolarised gas, so $k_F=\sqrt{2\pi n}$.

\subsection*{Density modes and the plasmon}

Let $\rho_{\mathbf k}=\sum_j e^{-i\mathbf k\cdot\mathbf r_j}$ and $u(k)=\int d^2r\,e^{-i\mathbf k\cdot\mathbf r}u(r)$. Removing the $i=j$ terms from $|\rho_{\mathbf k}|^2$ and halving the double sum gives
\begin{equation}
U=\frac1{2A}\sum_{\mathbf k\ne0}u(k)\left(|\rho_{\mathbf k}|^2-N\right).
\label{eq:U}
\end{equation}
The omitted $\mathbf k=0$ term is a constant at fixed $N$. The Coulomb energy has the same form with $u$ replaced by
\begin{equation}
v(k)=2\pi\int_0^\infty J_0(kr)\,dr=\frac{2\pi}{k},
\end{equation}
and there the background cancels $\mathbf k=0$.

In the RPA the plasmon is the root of $1-v\chi_0=0$. With $\Delta=k^2/2+\mathbf k\cdot\mathbf p$, the energy needed to raise an electron from $\mathbf p$ to $\mathbf p+\mathbf k$, the free response is
\begin{equation}
\chi_0(k,\omega)=n\left\langle\frac{2\Delta}{\omega^2-\Delta^2}\right\rangle
=n\left[\frac{2\langle\Delta\rangle}{\omega^2}+\frac{2\langle\Delta^3\rangle}{\omega^4}+\dots\right],
\end{equation}
where the average runs over the Fermi disc. Odd powers of $\mathbf k\cdot\mathbf p$ average to zero, so $\langle\Delta\rangle=k^2/2$. Since $\langle p^2\rangle=k_F^2/2$, we have $\langle(\mathbf k\cdot\mathbf p)^2\rangle=k^2k_F^2/4$, and to lowest order $\langle\Delta^3\rangle=3(k^2/2)(k^2k_F^2/4)=3k^4k_F^2/8$. The first term alone gives
\begin{equation}
\omega_p^2=n\,v(k)\,k^2=2\pi nk=k_F^2k .
\label{eq:plasmon}
\end{equation}
The second multiplies this by $1+\frac34k^2k_F^2/\omega_p^2=1+\frac34k$, with $k$ in bohr$^{-1}$. The expansion is justified because the typical $\Delta/\omega_p$ is $kk_F/\omega_p=\sqrt k$, which is small.

\subsection*{What the plasmon says about $S(k)$}

Take the double commutator of the Hamiltonian with the density. The potential commutes with $\rho_{\mathbf k}$. For one electron,
\begin{equation}
\left[\tfrac12p^2,e^{i\mathbf k\cdot\mathbf r}\right]=e^{i\mathbf k\cdot\mathbf r}\left(\mathbf k\cdot\mathbf p+\tfrac12k^2\right),
\qquad
\left[e^{-i\mathbf k\cdot\mathbf r},e^{i\mathbf k\cdot\mathbf r}\,\mathbf k\cdot\mathbf p\right]=k^2 ,
\end{equation}
so $\langle[\rho_{\mathbf k},[H,\rho_{\mathbf k}^\dagger]]\rangle=Nk^2$. Inserting excited states $m$ of energy $\omega_m$ above the ground state, and using inversion symmetry to equate the two orderings, gives
\begin{equation}
\sum_m\omega_m\left|\langle m|\rho_{\mathbf k}^\dagger|0\rangle\right|^2=\frac{Nk^2}{2}.
\end{equation}
If the plasmon carries all the weight, every $\omega_m$ is $\omega_p$ and the remaining sum is $NS$. Hence
\begin{equation}
S(k)\simeq\frac{k^2}{2\omega_p}=\frac{k^{3/2}}{2\sqrt{2\pi n}} .
\label{eq:Splasmon}
\end{equation}

The single-mode assumption can be checked within the RPA. At imaginary frequency the response is $\chi(k,i\omega)=-A^{-1}\sum_m2\omega_m|\langle m|\rho_{\mathbf k}^\dagger|0\rangle|^2/(\omega^2+\omega_m^2)$, and $\int_0^\infty2\omega_m\,d\omega/(\omega^2+\omega_m^2)=\pi$, so
\begin{equation}
S(k)=-\frac1{\pi n}\int_0^\infty\chi(k,i\omega)\,d\omega,\qquad
\chi=\frac{\chi_0}{1-v\chi_0}.
\label{eq:fdt}
\end{equation}
This includes the electron--hole excitations as well as the plasmon. With the full $\chi_0$ and $r_s=2$ it gives $S=2.2352\times10^{-5}$ at $k=0.001$ bohr$^{-1}$, against $2.2361\times10^{-5}$ from (\ref{eq:Splasmon}).

\subsection*{From $S(k)$ to $u(k)$}

Now treat the density modes as independent Gaussian variables. For each pair $\pm\mathbf k$, the determinant contributes a weight $\exp[-|\rho_{\mathbf k}|^2/(NS_0)]$ to $|\Psi|^2$, where $S_0$ is its own structure factor. The Jastrow part of $|\Psi|^2$ is $e^{-2U}$. In (\ref{eq:U}) the pair $\pm\mathbf k$ appears twice, so $2U$ contains $2u|\rho_{\mathbf k}|^2/A=2nu|\rho_{\mathbf k}|^2/N$. Adding the exponents,
\begin{equation}
\frac1{S(k)}=\frac1{S_0(k)}+2nu(k).
\label{eq:gauss}
\end{equation}
This is where your factor of two is settled: the 2 comes from squaring $\Psi$. If you write the Jastrow factor as $\exp(-\frac12\sum_{i<j}u)$ instead, your $u$ must be twice mine.

For $S_0$, note that $\rho_{\mathbf k}$ can move an electron only into an empty state. $S_0$ is therefore the fraction of the Fermi disc that a shift by $\mathbf k$ carries outside the original disc. With $x=k/2k_F\le1$, the area common to the two discs is $2k_F^2(\arccos x-x\sqrt{1-x^2})$, and
\begin{equation}
S_0=\frac2\pi\left(\arcsin x+x\sqrt{1-x^2}\right)\simeq\frac{2k}{\pi k_F}\quad(k\ll k_F).
\label{eq:S0}
\end{equation}
Thus $1/S_0$ grows as $k^{-1}$, while $1/S$ grows as $k^{-3/2}$. At small $k$ the Jastrow factor has to supply nearly all of $1/S$, so $2nu\simeq2\omega_p/k^2$:
\begin{equation}
\boxed{\,u(k)\simeq\frac{\omega_p(k)}{nk^2}=\sqrt{\frac{2\pi}{n}}\;k^{-3/2}\,}
\label{eq:main}
\end{equation}

\subsection*{Does the variational energy choose the same $u$?}

So far $u$ was chosen to reproduce the plasmon's $S$. In a variational calculation one minimises the energy, so the two criteria should be compared.

Put $F=e^{-U}$, which is real. For each electron,
\begin{equation}
|\nabla_i(DF)|^2=F^2|\nabla_iD|^2+|D|^2|\nabla_iF|^2+\tfrac12\nabla_iF^2\cdot\nabla_i|D|^2 .
\end{equation}
Integrating the last term by parts in the periodic cell turns it into $-\frac12F^2\nabla_i^2|D|^2=-F^2|\nabla_iD|^2-F^2\,\mathrm{Re}(D^*\nabla_i^2D)$. The $|\nabla_iD|^2$ terms cancel. Since $D$ is an eigenfunction of the kinetic energy with eigenvalue $E_D$, and $\nabla_iF=-F\nabla_iU$,
\begin{equation}
\langle T\rangle=E_D+\tfrac12\Big\langle\sum_i|\nabla_iU|^2\Big\rangle .
\label{eq:T}
\end{equation}
From (\ref{eq:U}), $\nabla_iU=A^{-1}\sum_{\mathbf k}u(k)(-i\mathbf k)e^{-i\mathbf k\cdot\mathbf r_i}\rho_{-\mathbf k}$, so
\begin{equation}
\sum_i|\nabla_iU|^2=-\frac1{A^2}\sum_{\mathbf k,\mathbf q}u(k)u(q)\,\mathbf k\cdot\mathbf q\;\rho_{-\mathbf k}\rho_{-\mathbf q}\rho_{\mathbf k+\mathbf q}.
\end{equation}
The RPA keeps $\mathbf q=-\mathbf k$, where $\rho_0=N$, and drops the products of three fluctuating modes, whose phases are taken to be random. With the Coulomb energy added,
\begin{equation}
\frac EN\simeq\frac{E_D}N+\frac1{2A}\sum_{\mathbf k\ne0}\left[(nk^2u^2+v)S-v\right],\qquad S=\frac{S_0}{1+2nuS_0}.
\label{eq:E}
\end{equation}
Each $k$ can be minimised separately. Setting the derivative of $(nk^2u^2+v)S$ to zero gives
\begin{equation}
2nk^2u\,(1+2nuS_0)=2nS_0\,(nk^2u^2+v),
\end{equation}
that is, $nk^2S_0u^2+k^2u-S_0v=0$. The left side of this quadratic has the sign of the derivative; it is negative at $u=0$ and increases for $u>0$, so its positive root is the minimum:
\begin{equation}
2nu(k)=-\frac1{S_0}+\sqrt{\frac1{S_0^2}+\frac{4nv}{k^2}} .
\label{eq:full}
\end{equation}
By (\ref{eq:plasmon}), $4nv/k^2=(2\omega_p/k^2)^2$. The plasmon term again dominates as $k\to0$, and (\ref{eq:main}) follows. The two criteria agree at leading order.

The next order shows how slowly the limit is reached. Let $a=1/S_0\simeq\pi k_F/2k$ and $b=2\omega_p/k^2=2k_Fk^{-3/2}$, so $a/b=\frac\pi4\sqrt k$. Expanding the root,
\begin{equation}
u(k)=\frac{b}{2n}\left[\sqrt{1+\frac{a^2}{b^2}}-\frac ab\right]
=\frac{\omega_p}{nk^2}\left[1-\frac\pi4\sqrt k+\frac{\pi^2}{32}k+\dots\right].
\label{eq:expand}
\end{equation}
In this expansion the relative correction does not depend on $r_s$ when $k$ is in bohr$^{-1}$; one needs $k\ll1$ bohr$^{-1}$ as well as $k\ll k_F$.

\subsection*{The tail in real space}

In two dimensions $u(r)=(2\pi)^{-1}\int_0^\infty k\,u(k)J_0(kr)\,dk$. For a power $k^{-2\alpha}$ with $0<\alpha<1$, set $x=kr$ and write $x^{-2\alpha}=\Gamma(\alpha)^{-1}\int_0^\infty s^{\alpha-1}e^{-sx^2}ds$. The Gaussian integral $\int_0^\infty xJ_0(x)e^{-sx^2}dx=e^{-1/4s}/(2s)$ and the substitution $y=1/4s$ then give
\begin{equation}
\int_0^\infty x^{1-2\alpha}J_0(x)\,dx=\frac{1}{2\Gamma(\alpha)}\int_0^\infty s^{\alpha-2}e^{-1/4s}\,ds=\frac{4^{1-\alpha}\,\Gamma(1-\alpha)}{2\,\Gamma(\alpha)} .
\label{eq:hankel}
\end{equation}
Where the left side does not converge by itself, it is understood with a smooth cutoff at large $x$ that is then removed; this leaves the contribution of the small-$k$ singularity.

For $k^{-3/2}$, $\alpha=3/4$ and the integral is $\Gamma(\frac14)/[\sqrt2\,\Gamma(\frac34)]$. The substitution $x=kr$ supplies $r^{-1/2}$, so the coefficient is $\sqrt{2\pi/n}/(2\pi)$ times this integral. With $\sqrt{\pi n}=1/r_s$,
\begin{equation}
u(r)\simeq\frac{\Gamma(1/4)}{2\,\Gamma(3/4)}\,\frac{r_s}{\sqrt r}\simeq1.479\,\frac{r_s}{\sqrt r}.
\label{eq:tail}
\end{equation}
Both lengths are in bohr. The sign is positive, so $e^{-U}$ favours configurations with the electrons far apart.

The second term of (\ref{eq:expand}) is $-\pi k_F/(4nk)$. For it $\alpha=1/2$, the integral (\ref{eq:hankel}) is 1, and the contribution is $-k_F/(8nr)$. The third term, proportional to $k^{-1/2}$, gives $r^{-3/2}$.

\subsection*{Numbers for $r_s=2$}

Here $n=0.07958$ bohr$^{-2}$ and $k_F=0.7071$ bohr$^{-1}$. At $k=0.01$ bohr$^{-1}$, (\ref{eq:plasmon}) gives $\omega_p=0.7071\times0.1=0.0707$ hartree. The root of the full RPA condition is 0.0710 hartree, or 1.93 eV for electrons of free mass in vacuum. For a thin single-valley layer in a semiconductor with effective mass $m^*$ and dielectric constant $\epsilon$, read every length in units of $(\epsilon/m^*)$ bohr and every energy in units of $(m^*/\epsilon^2)$ hartree. The leading law then gives
\begin{equation}
u=\frac{0.070711}{0.079577\times10^{-4}}\simeq8886\ \text{bohr}^2 ,
\end{equation}
while the variational formula (\ref{eq:full}) gives 8215 bohr$^2$. Their ratio, 0.9245, agrees with (\ref{eq:expand}): $1-0.07854+0.00308=0.9245$. Inserting the response result (\ref{eq:fdt}) for $S$ into (\ref{eq:gauss}) gives 8220 bohr$^2$, within 0.1\% of the variational value. At $k=0.1$ bohr$^{-1}$ this response-based $u$ is already 21\% below the leading law.

In real space, the transform of the full $u(k)$ compares with the asymptotic terms as follows.
\begin{center}
\begin{tabular}{rccc}
$r$ (bohr) & full $u(r)$ & $r^{-1/2}$ term & with $1/r$ term\\
25 & 0.5490 & 0.5917 & 0.5473\\
100 & 0.28497 & 0.29587 & 0.28476\\
400 & 0.14518 & 0.14793 & 0.14516
\end{tabular}
\end{center}
At $r=100$ bohr the two terms are $2.9587/10=0.29587$ and $-1.1107/100=-0.01111$. The first alone is too large by 7.8\%, 3.8\% and 1.9\% of the full value at the three distances. This error halves when $r$ is quadrupled, as a $1/r$ correction to an $r^{-1/2}$ law must. What remains after two terms falls by about eight per quadrupling, consistent with $r^{-3/2}$.

\subsection*{A Monte Carlo check of the approximations}

Two steps above were approximate: the Gaussian relation (\ref{eq:gauss}) and the dropped three-mode terms. I sampled $|\Psi|^2$ for 26 electrons at $r_s=2$ in a periodic square of side 18.08 bohr, using (\ref{eq:full}) with the $S_0$ of the finite determinant. The pair term and the Coulomb sum were restricted to the same 48 wave vectors, so the energies belong to this model cell and are not those of the infinite gas. $S$ is taken at the shortest wave vector, $k=0.348$ bohr$^{-1}$, and $\Delta E$ is the energy per electron relative to $E_D/N$.
\begin{center}
\begin{tabular}{cccc}
pair term & sampled $S$ & $S$ from (\ref{eq:gauss}) & $\Delta E$ (hartree)\\
$0$ & $0.383(5)$ & 0.385 & $-0.196(1)$\\
$u$ & $0.142(1)$ & 0.136 & $-0.2744(8)$\\
$2u$ & $0.087(1)$ & 0.082 & $-0.2433(8)$
\end{tabular}
\end{center}
Digits in parentheses are one standard error. Without a pair term the sampled $S$ agrees with the determinant's value. With it, the Gaussian relation lies below the sampled value by a few per cent: $(4\pm1)\%$ of that value at strength $u$ and $(5\pm1)\%$ at $2u$ in this run. This is a real shortcoming of the approximation in this cell; the run does not separate the effect of the finite $k$ from that of the small number of electrons. The sampled energy uses (\ref{eq:T}) with the full gradient, so it keeps the three-mode terms, although their size is not measured separately. It prefers the derived strength both to no pair term and to a doubled one; doubling costs 0.031 hartree per electron. Three strengths do not locate the minimum, but doubling (\ref{eq:full}) on all 48 wave vectors is clearly worse here. This tests the overall strength of (\ref{eq:full}) at finite $k$, not the $k^{-3/2}$ coefficient itself. At the shortest wave vector $u$ is only 0.69 of the leading law, and in (\ref{eq:E}) that shell supplies 0.004 of the 0.039 hartree that doubling costs. For the derived strength (\ref{eq:E}) gives $-0.290$ hartree against the sampled $-0.274$, which shows the combined error of the two approximations in this cell.

\subsection*{Using it, and when it changes}

The tail is too long to cut at the cell boundary. At 25 bohr, beyond the side of the cell above, $u$ is still 0.55, and $\int u(r)\,r\,dr$ diverges as $R^{3/2}$ with the upper limit $R$. Use the periodic sum (\ref{eq:U}) without $\mathbf k=0$, or an Ewald-type splitting of it, and leave the short-range part to parameters that you optimise. I would put (\ref{eq:full}) into the sum rather than the bare power law, because the wave vectors of a small cell lie outside the asymptotic regime.

Full spin polarisation leaves (\ref{eq:main}) and (\ref{eq:tail}) unchanged, since $\omega_p$ depends on $n$ alone at leading order. It raises $k_F$ to $\sqrt{4\pi n}$ and so enlarges the $1/r$ correction.

A metallic gate at distance $d$ does change the power. The image charges make the interaction $1/r-1/\sqrt{r^2+4d^2}$, whose integral over the plane is finite:
\begin{equation}
v(0)=2\pi\left[r-\sqrt{r^2+4d^2}\right]_0^\infty=4\pi d .
\end{equation}
Then $4nv/k^2\to16\pi nd/k^2$, and both terms under the root in (\ref{eq:full}) scale as $k^{-2}$:
\begin{equation}
2nu(k)\to\frac1k\left[-\frac{\pi k_F}2+\sqrt{\frac{\pi^2k_F^2}4+16\pi nd}\,\right]\qquad(kd\ll1,\ k\ll k_F).
\end{equation}
For an ideal gate in a uniform dielectric the tail becomes $1/r$ at $r\gg d$, and the determinant now enters at leading order. The coefficient is then no longer fixed by the plasmon alone. Inserting (\ref{eq:fdt}) into (\ref{eq:gauss}) gives a value higher than this variational one, at $r_s=2$ by about 4\% for $d=0.2$, 2\% for $d=1$ and 0.5\% for $d=5$ bohr. The $k^{-3/2}$ law therefore rests on the unscreened $1/r$ interaction, through the $\sqrt k$ dispersion of its plasmon. The remaining values are in the numerical output below.

\section*{Calculated quantities}
\begin{verbatim}
r_s = 2.0 bohr
density n = 0.079577 bohr^-2
Fermi wave number k_F = 0.707107 bohr^-1
S0/k at small k = 0.90032 bohr
coefficient sqrt(2 pi/n) = 8.88577 bohr
u(k) below is in bohr^2, k in bohr^-1, omega in hartree
k = 0.1000: omega root 0.231966, leading 0.223607
  S from response 2.16153e-02, k^2/(2 omega_p) 2.23607e-02
  u response 2.20835e+02, variational 2.19697e+02
  u leading 2.80993e+02, response/leading 0.78591
k = 0.0100: omega root 0.070976, leading 0.070711
  S from response 7.04538e-04, k^2/(2 omega_p) 7.07107e-04
  u response 8.22027e+03, variational 8.21524e+03
  u leading 8.88577e+03, response/leading 0.92511
  plasmon root in eV: 1.9313
k = 0.0010: omega root 0.022369, leading 0.022361
  S from response 2.23524e-05, k^2/(2 omega_p) 2.23607e-05
  u response 2.74118e+05, variational 2.74100e+05
  u leading 2.80993e+05, response/leading 0.97554
k = 0.0001: omega root 0.007071, leading 0.007071
  S from response 7.07080e-07, k^2/(2 omega_p) 7.07107e-07
  u response 8.81631e+06, variational 8.81625e+06
  u leading 8.88577e+06, response/leading 0.99218
Gamma(1/4)/(2 Gamma(3/4)) = 1.479338
tail coefficient of r^(-1/2) = 2.95868 bohr^(1/2)
coefficient of -1/r = 1.11072 bohr
r = 25 bohr: u = 0.548982, one term 0.591735, two terms 0.547306
r = 100 bohr: u = 0.284970, one term 0.295868, two terms 0.284760
r = 400 bohr: u = 0.145183, one term 0.147934, two terms 0.145157
cell: 26 electrons, side 18.0756 bohr, shortest k 0.34761 bohr^-1
cell: largest k kept 1.39043 bohr^-1, 48 wave vectors
u times 0: S = 0.3833 +- 0.0053, Gaussian relation 0.3846
  energy per electron above free D = -0.19602 +- 0.00100 hartree
u times 1: S = 0.1415 +- 0.0013, Gaussian relation 0.1356
  energy per electron above free D = -0.27444 +- 0.00075 hartree
u times 2: S = 0.0869 +- 0.0009, Gaussian relation 0.0823
  energy per electron above free D = -0.24330 +- 0.00077 hartree
\end{verbatim}
